\section*{The thermal conductance quantum of one perfectly transmitted phonon branch, part 1}

(Sections cited here and not found follow in the second part.)

\section{From counting waves to a conductance}

Q: You want to give one vibrational branch of a wire a thermal conductance that contains no property of the wire. I find that hard to believe. Sound runs faster in a stiff wire than in a soft one, so the stiff wire should deliver heat faster. What is the model?

A: The conductor is harmonic: its restoring forces are linear in the displacements. Waves then pass through one another without exchanging energy, and each keeps its angular frequency $\omega$. There is one branch, a single function $\omega(q)$ of the wave number $q$, with $\omega(-q)=\omega(q)$. For $q>0$ it starts at $\omega=0$ and rises steadily, so each frequency belongs to one right-moving and one left-moving wave. For the moment the branch has no upper end.

The conductor joins a left reservoir at temperature $T_L$ to a right reservoir at $T_R$. The contacts are reflectionless: a wave arriving at a reservoir enters it and is absorbed. The waves that a reservoir sends out have the thermal occupation of that reservoir,
\begin{equation}
n(\omega,T)=\frac{1}{e^{\hbar\omega/k_BT}-1}.
\end{equation}
Heat flow from left to right counts as positive. I use $h=2\pi\hbar$ throughout.

Q: You will need the energy carried by a wave per unit time. I expect you to say ``energy density times group velocity''. Why the group velocity, when the crests move at $\omega/q$?

A: A packet built from a narrow range of $q$ has an envelope that moves at $v=d\omega/dq$. Where the envelope vanishes there is no motion and no energy, so the energy must travel with the envelope. We can also check it directly on a chain of atoms of mass $m$, spacing $a$ and spring constant $K$. The equation of motion is
\begin{equation}
m\ddot u_j=K(u_{j+1}+u_{j-1}-2u_j).
\end{equation}
Insert $u_j=A\cos\phi_j$ with $\phi_j=qja-\omega t$. Since $u_{j+1}+u_{j-1}=2\cos(qa)\,u_j$,
\begin{equation}
m\omega^2=2K(1-\cos qa)=4K\sin^2\frac{qa}{2}.
\label{eq:disp}
\end{equation}
The spring between atoms $j$ and $j+1$ pushes the right-hand atom with force $K(u_j-u_{j+1})$. The power delivered to that atom is this force times $\dot u_{j+1}=A\omega\sin\phi_{j+1}$. Over a period, $u_{j+1}\dot u_{j+1}$ averages to zero, and the other term gives
\begin{equation}
P=KA^2\omega\,\langle\cos\phi_j\sin(\phi_j+qa)\rangle=\tfrac12KA^2\omega\sin qa .
\end{equation}
The mean kinetic energy per atom is $m\omega^2A^2/4$. The mean spring energy per atom is $\tfrac12K\cdot2A^2\sin^2(qa/2)=m\omega^2A^2/4$ by (\ref{eq:disp}). The energy per unit length is therefore $m\omega^2A^2/(2a)$, and
\begin{equation}
\frac{P}{m\omega^2A^2/(2a)}=\frac{Ka\sin qa}{m\omega}.
\end{equation}
Differentiating (\ref{eq:disp}) gives $2m\omega v=2Ka\sin qa$, so the right-hand side is $v$.

Q: Fine, speed matters for each wave. Then it must matter for the sum.

A: Count the waves first. Close a long piece of the conductor, of length $L$, into a ring. A wave must fit onto itself, so $qL$ is a multiple of $2\pi$ and neighbouring values of $q$ differ by $2\pi/L$. The ring is a counting device here. A mode with mean occupation $n$ has energy $\hbar\omega(n+\tfrac12)$ spread over the length $L$. Leave out the $\tfrac12$ for a moment; it will cancel. Thermal waves have independent random phases, so the powers of different modes add. The right-movers, filled at temperature $T$, carry
\begin{equation}
J_\rightarrow(T)=\frac1L\sum_{q>0}\hbar\omega\,v\,n(\omega,T)
\;\longrightarrow\;\int_0^\infty\frac{dq}{2\pi}\,\hbar\omega\,\frac{d\omega}{dq}\,n(\omega,T)
\label{eq:ring}
\end{equation}
for large $L$. Now change the variable from $q$ to $\omega$:
\begin{equation}
J_\rightarrow(T)=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,n(\omega,T).
\label{eq:oneway}
\end{equation}
The velocity has gone. A fast branch carries each quantum away sooner, but it has fewer modes per unit length in a given frequency interval, namely $d\omega/(2\pi v)$. The two factors of $v$ cancel for any shape of $\omega(q)$ that rises steadily from zero.

Q: A change of variable looks too easy. Does the sum over separate modes really forget the dispersion?

A: It can be added up mode by mode. Take a ring of $1.0$ mm at $1.0$ K and three branches. The first is linear, with speed $5000$ m/s. The second is quadratic, with $\omega/q^2=2.5\times10^{-5}$ m$^2$/s, the form that bending waves of a thin rod have at long wavelength. It serves here only as a test shape: a real rod with this coefficient and a bar speed of $5000$ m/s would be about $17$ nm wide, and its thermal waves at $1$ K would be too short for the quadratic law. The third is the atomic chain above, with top frequency $2.0$ THz and spacing $0.5$ nm. From the sum in (\ref{eq:ring}) take the change of $J_\rightarrow$ per kelvin, by a small difference of temperature about $1$ K. The results are $0.94640$, $0.94643$ and $0.94641$ pW/K.

Q: They differ in the last digit.

A: That is the price of a finite ring. A sum that begins at the first mode after $q=0$ lacks the end-point term of the trapezoidal rule, which is half the integrand at $q=0$ times the spacing. In the variable $x=\hbar\omega/k_BT$ the modes of the linear branch are $hv/(Lk_BT)=2.4\times10^{-4}$ apart. We shall see that the integrand in $x$ equals $1$ at $x=0$ and that its integral is about $3.29$. The relative deficit is therefore $1.2\times10^{-4}/3.29=3.6\times10^{-5}$, which turns $0.94643$ into $0.94640$. The chain has a sound speed of $3142$ m/s and a correspondingly smaller deficit. For the quadratic branch $v$ vanishes at $q=0$, and the missing term vanishes with it.

Q: So far there is one reservoir. Put in the other, and tell me what happens if the conductor reflects part of a wave.

A: Let $\mathcal T(\omega)$ be the fraction of the incident power that is transmitted. I first show that it is the same from both sides. Measure wave amplitudes so that their squares are powers. Let $r,t$ be the reflected and transmitted amplitudes for a wave from the left, and $r',t'$ those for a wave from the right. The matrix
\begin{equation}
S=\begin{pmatrix}r&t'\\ t&r'\end{pmatrix}
\end{equation}
turns incoming into outgoing amplitudes. Energy conservation for every incoming combination makes $S$ unitary, so its columns and its rows both have unit length. The first column gives $|r|^2+|t|^2=1$, and the first row gives $|r|^2+|t'|^2=1$. Hence $|t|^2=|t'|^2=\mathcal T$.

Waves from the left bring $\mathcal T$ times their one-way current to the right reservoir, and waves from the right do the same in the opposite sense. The net current is
\begin{equation}
J=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,
\bigl[n(\omega,T_L)-n(\omega,T_R)\bigr].
\label{eq:landauer}
\end{equation}
The zero-point halves enter both directions equally and cancel frequency by frequency. Equation (\ref{eq:landauer}) is the Landauer formula for phonons. ``Perfectly transmitting'' means $\mathcal T=1$ at every frequency that matters.

Q: Then I would integrate the Bose function and be done. Is that the weight you mean?

A: Not for a conductance. Integrating $\hbar\omega n$ gives the one-way current (\ref{eq:oneway}). The conductance is the net current per kelvin of temperature difference, for a small difference. With $T_L=T+\Delta T/2$ and $T_R=T-\Delta T/2$, the bracket in (\ref{eq:landauer}) becomes $(\partial n/\partial T)\,\Delta T$ to first order, so
\begin{equation}
G(T)=\int_0^\infty\frac{d\omega}{2\pi}\,\mathcal T(\omega)\,\hbar\omega\,\frac{\partial n}{\partial T}.
\label{eq:G}
\end{equation}
The weight is $\hbar\omega\,\partial n/\partial T$, the heat capacity of one mode. To write it in terms of $x=\hbar\omega/k_BT$, use $\partial x/\partial T=-x/T$:
\begin{equation}
\frac{\partial n}{\partial T}=\frac{dn}{dx}\frac{\partial x}{\partial T}
=\left(-\frac{e^x}{(e^x-1)^2}\right)\left(-\frac xT\right)
=\frac1T\,\frac{x\,e^x}{(e^x-1)^2}.
\end{equation}
The two minus signs make the weight positive. With $\hbar\omega=k_BTx$ and $d\omega=(k_BT/\hbar)\,dx$, and with $\mathcal T=1$,
\begin{equation}
G=\frac1{2\pi}\,\frac{k_BT}{\hbar}\,k_BT\,\frac1T\,I=\frac{k_B^2T}{h}\,I,
\qquad
I=\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}\,dx .
\label{eq:I}
\end{equation}
For small $x$ the numerator and the denominator both behave as $x^2$, so the integrand starts at $1$, as I used above.

Q: The answer now hangs on a pure number. Evaluate it without a table of integrals.

A: Because $e^x/(e^x-1)^2=-\dfrac{d}{dx}\dfrac1{e^x-1}$, integration by parts gives
\begin{equation}
I=\left[-\frac{x^2}{e^x-1}\right]_0^\infty+2\int_0^\infty\frac{x}{e^x-1}\,dx .
\end{equation}
The bracket vanishes at both ends: near zero it behaves as $-x$, and at large $x$ the exponential wins. For $x>0$ the geometric series gives $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$, where $n$ is now a counting index. All terms are positive, so sum and integral may be exchanged. With $\int_0^\infty x\,e^{-nx}dx=1/n^2$,
\begin{equation}
I=2\sum_{n=1}^\infty\frac1{n^2}.
\label{eq:sum}
\end{equation}

Q: And where does $\pi$ come from in a sum of fractions?

A: From the Fourier series of $f(\theta)=\theta$ on $(-\pi,\pi)$. The function is odd, so it has sine terms alone, with coefficients
\begin{equation}
b_n=\frac1\pi\int_{-\pi}^{\pi}\theta\sin n\theta\,d\theta
=\frac1\pi\left[-\frac{\theta\cos n\theta}{n}\right]_{-\pi}^{\pi}
+\frac1{\pi n}\int_{-\pi}^{\pi}\cos n\theta\,d\theta
=-\frac{2\cos n\pi}{n}.
\end{equation}
The last integral is zero, and $b_n^2=4/n^2$. Parseval's relation says that $\frac1\pi\int f^2d\theta=\sum b_n^2$. The left side is $\frac1\pi\cdot\frac{2\pi^3}{3}=\frac{2\pi^2}{3}$, so
\begin{equation}
\sum_{n=1}^\infty\frac1{n^2}=\frac{\pi^2}{6},\qquad I=\frac{\pi^2}{3}.
\end{equation}
Direct quadrature of (\ref{eq:I}) gives $3.28986813$, equal to $\pi^2/3$ in all printed digits. The sum (\ref{eq:sum}) gets there slowly: it has reached $3.0995$ after ten terms and $3.2879$ after a thousand.

Q: So the conductance is?

A: Inserting $I$ in (\ref{eq:I}),
\begin{equation}
G_0(T)=\frac{\pi^2k_B^2T}{3h}.
\label{eq:G0}
\end{equation}
At $1$ K,
\begin{equation}
G_0=\frac{3.28987\,(1.380649\times10^{-23}\,\mathrm{J/K})^2\,(1\,\mathrm K)}{6.62607\times10^{-34}\,\mathrm{J\,s}}
=9.4643\times10^{-13}\,\mathrm{W/K},
\end{equation}
or $0.94643$ pW/K. The three ring sums approach this value.

Q: You call this universal, yet it changes with temperature.

A: It is universal in the sense that no property of the conductor enters. The factor $T$ has a simple origin. A mode with $\hbar\omega\ll k_BT$ has heat capacity $k_B$, so each unit of ordinary frequency $\omega/2\pi$ contributes $k_B$ to $G$. The thermally active frequencies extend to roughly $k_BT/h$. The product is $k_B^2T/h$, and the integral supplies the factor $\pi^2/3$.

Q: Your derivative assumed a small temperature difference. What if one end is at $12$ K and the other at $8$ K?

A: For $\mathcal T=1$ the full current can be found. In (\ref{eq:oneway}) substitute $x$ again:
\begin{equation}
J_\rightarrow(T)=\frac{(k_BT)^2}{h}\int_0^\infty\frac{x\,dx}{e^x-1}
=\frac{\pi^2k_B^2T^2}{6h},
\end{equation}
since the integral is $I/2$. Therefore
\begin{equation}
J=\frac{\pi^2k_B^2}{6h}\,(T_L^2-T_R^2)
=\frac{\pi^2k_B^2}{3h}\,\frac{T_L+T_R}{2}\,(T_L-T_R).
\label{eq:J}
\end{equation}
The current is $G_0$ at the arithmetic mean temperature times the difference, however large the difference is. In your case the mean is $10$ K, and $9.46431$ pW/K times $4$ K is $37.857$ pW. Quadrature of the two Bose functions at $12$ K and $8$ K gives $37.8572$ pW. This simple law rests on $\mathcal T=1$ and on a branch without an upper end.

\section{Where the result holds and where it fails}

Q: Before I attack those two conditions, remind me of what we have.

A: A reservoir at temperature $T$ fills waves of angular frequency $\omega$ with the Bose occupation $n(\omega,T)$, and $x=\hbar\omega/k_BT$. With transmission $\mathcal T(\omega)$, the current $J$ is the integral of $\hbar\omega\,\mathcal T\,[n(\omega,T_L)-n(\omega,T_R)]$ over $d\omega/2\pi$. The conductance $G$ has the weight $\hbar\omega\,\partial n/\partial T$ instead. For $\mathcal T=1$ from zero frequency upward,
\begin{equation}
G=G_0(T)=\frac{\pi^2k_B^2T}{3h},\qquad
J=\frac{\pi^2k_B^2}{6h}(T_L^2-T_R^2),
\end{equation}
and the number behind both is $I=\int_0^\infty x^2e^x(e^x-1)^{-2}dx=\pi^2/3$. The model chain has atoms of mass $m$, spacing $a$ and springs $K$, with $m\omega^2=4K\sin^2(qa/2)$.

Q: That chain has a highest frequency, $\omega_{\max}=2\sqrt{K/m}$. You integrated to infinity. By how much were you wrong?

A: We need the share of $I$ that lies above a value $X$. Differentiating $1/(e^x-1)=\sum e^{-nx}$ and changing the sign gives
\begin{equation}
\frac{e^x}{(e^x-1)^2}=\sum_{n=1}^\infty n\,e^{-nx}.
\end{equation}
Integrate each term by parts twice:
\begin{align}
\int_X^\infty n x^2e^{-nx}dx
&=X^2e^{-nX}+2\int_X^\infty x\,e^{-nx}dx\nonumber\\
&=e^{-nX}\left(X^2+\frac{2X}{n}+\frac2{n^2}\right).
\end{align}
Summing over $n$ and dividing by $\pi^2/3$, the share above $X$ is
\begin{equation}
R(X)=\frac3{\pi^2}\sum_{n=1}^\infty e^{-nX}\left(X^2+\frac{2X}{n}+\frac2{n^2}\right).
\label{eq:R}
\end{equation}
A branch that ends at $\omega_{\max}$ loses this share, so
\begin{equation}
\frac{G}{G_0}=1-R(X),\qquad X=\frac{\hbar\omega_{\max}}{k_BT}.
\end{equation}
The loss is exponentially small when $k_BT\ll\hbar\omega_{\max}$.

A perfectly transmitting harmonic branch that rises from zero frequency without an upper end has the conductance $G_0=\pi^2k_B^2T/3h$, whatever its dispersion, and an upper end at $\omega_{\max}$ removes the share $R(\hbar\omega_{\max}/k_BT)$. It remains to put numbers to this loss, to treat gapped branches and imperfect transmission, to test the current formula against the motion of a finite chain, and to ask what a real wire requires.

All numerical values are calculated from the stated model.
